# Displacement size and sum rules for polar-mode oscillator strengths: a numerical check

```python
"""
Result under test: for a field along z, each optical zone-centre mode adds
    S_m = (e^2 / eps0 Omega) Z_m^2 / omega_m^2
to the static permittivity.  Z_m is the mass-weighted mode charge, Omega the
cell volume and omega_m the transverse mode frequency.  Force constants C and
Born charges Z come from finite displacements h of a code with known faults;
the acoustic rule (sum_j C_ij = 0) and charge rule (sum_i Z_i = 0) are enforced.
Internal units: angstrom, eV, atomic mass unit, elementary charge.
The crystal is a five-atom polar perovskite model with round parameters.
"""
import itertools
import numpy as np
from scipy import constants as sc

rng = np.random.default_rng(7)

# ---------- model crystal ----------
CELL = 4.0
VOLUME = CELL**3
NAMES = ["A", "B", "O1", "O2", "O3"]
KIND = [0, 1, 2, 2, 2]
MASS = np.array([137.0, 48.0, 16.0, 16.0, 16.0])
CHARGE = np.array([2.0, 4.0, -2.0, -2.0, -2.0])
FRACTION = np.array([[0, 0, 0], [.5, .5, .5], [.5, .5, 0],
                     [.5, 0, .5], [0, .5, .5]])
POLAR_SHIFT = np.array([0.0, 0.10, -0.05, -0.05, -0.05])
POSITION = CELL * FRACTION
POSITION[:, 2] += POLAR_SHIFT
STIFFNESS = {(0, 1): 0.3, (0, 2): 0.6, (1, 2): 3.0, (2, 2): 0.5}
MORSE = 1.5               # inverse range of the bonds, 1/angstrom
TRANSFER = 0.4            # charge transferred in a 2 angstrom B-O bond
TRANSFER_RANGE = 0.35     # its decay length, angstrom
EPS_INF = 5.5
COUPLING = sc.e / (sc.epsilon_0 * 1e-10) / VOLUME   # e^2/(eps0 Omega)
RATE = np.sqrt(sc.e / (1e-20 * sc.atomic_mass))     # rad/s per internal unit
WAVENUMBER = RATE / (2 * np.pi * sc.c * 100)        # 1/cm per internal unit

vectors, stiff, covalent, ends = [], [], [], []
for i in range(5):
    for j in range(i + 1, 5):
        for shift in itertools.product((-1, 0, 1), repeat=3):
            ideal = CELL * (FRACTION[j] + np.array(shift) - FRACTION[i])
            distance = np.linalg.norm(ideal)
            if distance < 3.6:
                b = ideal + np.array([0, 0, POLAR_SHIFT[j] - POLAR_SHIFT[i]])
                pair = (KIND[i], KIND[j])
                vectors.append(b)
                stiff.append(STIFFNESS[pair]
                             * np.exp(-(np.linalg.norm(b) - distance) / 0.3))
                covalent.append(pair == (1, 2))
                ends.append((i, j))
BOND = np.array(vectors)
REST = np.linalg.norm(BOND, axis=1)
STIFF = np.array(stiff)
COVALENT = np.array(covalent)
INCIDENCE = np.zeros((5, len(ends)))
for n, (i, j) in enumerate(ends):
    INCIDENCE[i, n], INCIDENCE[j, n] = -1.0, 1.0
assert len(ends) == 38 and COVALENT.sum() == 6


def bonds(u, strain=0.0):
    vec = BOND * np.array([1.0, 1.0, 1.0 + strain]) + INCIDENCE.T @ u
    return vec, np.sqrt((vec * vec).sum(axis=1))


def energy(u):
    _, length = bonds(u)
    return np.sum(STIFF / (2 * MORSE**2)
                  * (1 - np.exp(-MORSE * (length - REST)))**2)


def bond_pull(u, strain=0.0):
    vec, length = bonds(u, strain)
    x = np.exp(-MORSE * (length - REST))
    return (STIFF / MORSE * (1 - x) * x / length)[:, None] * vec


def gradient(u, strain=0.0):
    return INCIDENCE @ bond_pull(u, strain)


def dipole(u, strain=0.0):
    vec, length = bonds(u, strain)
    moved = TRANSFER * np.exp(-(length - 2.0) / TRANSFER_RANGE) * COVALENT
    return CHARGE @ u + moved @ vec


# ---------- reference derivatives by complex step (no truncation error) ------
TINY = 1e-20
ZERO = np.zeros((5, 3))


def complex_step(function, u):
    rows = []
    for n in range(15):
        shifted = u.astype(complex)
        shifted[n // 3, n % 3] += 1j * TINY
        rows.append(np.ravel(function(shifted)).imag / TINY)
    return np.array(rows)


trial = rng.normal(0, 0.05, (5, 3))
assert np.allclose(complex_step(energy, trial).ravel(),
                   gradient(trial).ravel(), atol=1e-11)
assert np.abs(gradient(ZERO)).max() < 1e-12
C_REF = complex_step(gradient, ZERO)
Z_REF = complex_step(dipole, ZERO)
assert np.allclose(C_REF, C_REF.T, atol=1e-11)
# the z motion is decoupled from x and y by the mirror planes
assert np.abs(C_REF[2::3, 0::3]).max() < 1e-11
assert np.abs(C_REF[2::3, 1::3]).max() < 1e-11

# ---------- finite differences and sum rules ----------
UNIFORM = np.tile(np.eye(3), (5, 1)) / np.sqrt(5)
PROJECT = np.eye(15) - UNIFORM @ UNIFORM.T


def finite_difference(h, force_of, dipole_of):
    c, z = np.empty((15, 15)), np.empty((15, 3))
    for n in range(15):
        step = np.zeros(15)
        step[n] = h
        step = step.reshape(5, 3)
        c[:, n] = -(force_of(step) - force_of(-step)).ravel() / (2 * h)
        z[n] = (dipole_of(step) - dipole_of(-step)) / (2 * h)
    return c, z


def clean_force(u):
    return -gradient(u)


def remove_net_force(c):
    """Take the net force of each displacement off the displaced atom."""
    out = c.copy()
    for n in range(15):
        atom = n // 3
        out[3 * atom:3 * atom + 3, n] -= c[:, n].reshape(5, 3).sum(axis=0)
    return out


def project(c):
    return PROJECT @ (c + c.T) / 2 @ PROJECT


def inverse(matrix):
    return np.linalg.pinv(matrix, rcond=1e-10, hermitian=True)


def z_modes(c, z):
    """Squared frequencies and strengths of the five z modes, ascending."""
    root = np.sqrt(MASS)
    cz = (c + c.T)[2::3, 2::3] / 2
    square, vec = np.linalg.eigh(cz / np.outer(root, root))
    mode_charge = vec.T @ (z[2::3, 2] / root)
    return square, COUPLING * mode_charge**2 / square, mode_charge


sq_ref, s_ref, q_ref = z_modes(C_REF, Z_REF)
sq_ref, s_ref = sq_ref[1:], s_ref[1:]          # drop the acoustic mode
TOTAL = s_ref.sum()
assert sq_ref.min() > 0 and abs(q_ref[0]) < 1e-7

# strength-weighted sum over optical modes equals the bare-charge sum
bare = COUPLING * np.sum(Z_REF[2::3, 2]**2 / MASS)
assert abs(np.sum(s_ref * sq_ref) / bare - 1) < 1e-9

# ---------- total strength from ionic relaxation in a field ----------
C_INV = inverse(C_REF)


def relaxed_dipole(field):
    u = ZERO.copy()
    for _ in range(40):
        slope = gradient(u).ravel() - field * complex_step(dipole, u)[:, 2]
        u = u - (C_INV @ slope).reshape(5, 3)
    left = gradient(u).ravel() - field * complex_step(dipole, u)[:, 2]
    assert np.abs(left).max() < 1e-11
    return dipole(u)[2] - dipole(ZERO)[2]


small = 1e-4
total_field = COUPLING * (relaxed_dipole(small)
                          - relaxed_dipole(-small)) / (2 * small)
assert abs(total_field / TOTAL - 1) < 1e-5

# ---------- individual strengths from dynamics after a field impulse ---------
impulse, dt = 1e-4, 0.01
u = ZERO.copy()
v = impulse * Z_REF[:, 2].reshape(5, 3) / MASS[:, None]
acc = -gradient(u) / MASS[:, None]
times, signal = [], []
for step in range(1, 4001):
    v = v + 0.5 * dt * acc
    u = u + dt * v
    acc = -gradient(u) / MASS[:, None]
    v = v + 0.5 * dt * acc
    if step % 10 == 0:
        times.append(step * dt)
        signal.append(dipole(u)[2] - dipole(ZERO)[2])
times, signal = np.array(times), np.array(signal)
root = np.sqrt(sq_ref)
expected = impulse / COUPLING * np.sin(np.outer(times, root)) @ (s_ref * root)
md_error = np.abs(signal - expected).max() / np.abs(expected).max()
assert md_error < 2e-3      # time-step phase error and weak anharmonicity

# ---------- longitudinal modes ----------
zz = Z_REF[2::3, 2]
c_long = C_REF[2::3, 2::3] + COUPLING * np.outer(zz, zz) / EPS_INF
sq_long = np.linalg.eigvalsh(c_long / np.sqrt(np.outer(MASS, MASS)))[1:]
lst_ratio = np.prod(sq_long / sq_ref)
assert abs(lst_ratio / ((EPS_INF + total_field) / EPS_INF) - 1) < 1e-4

# ---------- order of the truncation error ----------
clean = {h: finite_difference(h, clean_force, dipole)[0]
         for h in (0.01, 0.02, 0.04)}


def forward(h):
    out = np.empty((15, 15))
    for n in range(15):
        step = np.zeros(15)
        step[n] = h
        out[:, n] = (gradient(step.reshape(5, 3)) - gradient(ZERO)).ravel() / h
    return out


def miss(c):
    return np.linalg.norm(c - C_REF)


ratio_forward = miss(forward(0.02)) / miss(forward(0.01))
ratio_central = miss(clean[0.02]) / miss(clean[0.01])
ratio_extra = (miss((4 * clean[0.02] - clean[0.04]) / 3)
               / miss((4 * clean[0.01] - clean[0.02]) / 3))
assert 1.8 < ratio_forward < 2.3
assert 3.8 < ratio_central < 4.2
assert 14 < ratio_extra < 18

# ---------- best displacement for noisy forces ----------
FORCE_NOISE = 1e-4          # eV/angstrom
truncation = miss(clean[0.01]) / 0.01**2
h_best = (15 * FORCE_NOISE / (2 * truncation))**(1 / 3)


def noisy_rms(h):
    c = finite_difference(h, clean_force, dipole)[0]
    shape = (300, 15, 15)
    noise = (rng.normal(0, FORCE_NOISE, shape)
             - rng.normal(0, FORCE_NOISE, shape)) / (2 * h)
    return np.sqrt(np.mean(np.sum((c - C_REF + noise)**2, axis=(1, 2))))


rms_best = noisy_rms(h_best)
rms_short, rms_long = noisy_rms(h_best / 1.5), noisy_rms(h_best * 1.5)
rms_formula = np.sqrt(3) * truncation * h_best**2
assert rms_best < rms_short and rms_best < rms_long
assert abs(rms_best / rms_formula - 1) < 0.05

# ---------- a code with known faults ----------
GRID = 0.25                                             # angstrom
EGG_BOX = np.array([2e-3, 2e-3, 6e-3, 6e-3, 6e-3])      # eV/angstrom
CHARGE_FAULT = np.array([0.04, 0.10, 0.06, 0.06, 0.06])
DIPOLE_NOISE = 1e-5                                     # e angstrom


def egg_force(u):
    wave = np.sin(2 * np.pi * (POSITION + u) / GRID)
    return clean_force(u) - EGG_BOX[:, None] * wave


def faulty_force(u):
    return egg_force(u) + rng.normal(0, FORCE_NOISE, (5, 3))


def faulty_dipole(u):
    return dipole(u) + CHARGE_FAULT @ u + rng.normal(0, DIPOLE_NOISE, 3)


# removing the net force cures the egg-box error; projection alone does not
c_egg = finite_difference(0.02, egg_force, dipole)[0]
egg_cured = np.linalg.norm(remove_net_force(c_egg) - clean[0.02])
egg_projected = np.linalg.norm(project(c_egg) - clean[0.02])
egg_raw = np.linalg.norm(c_egg - clean[0.02])
assert egg_cured < 1e-10 and egg_projected > 1e-3

H_RUN = 0.02
c_raw, z_raw = finite_difference(H_RUN, faulty_force, faulty_dipole)
c_fix = project(remove_net_force(c_raw))
z_fix = PROJECT @ z_raw
sq_raw, s_raw, _ = z_modes(c_raw, z_raw)
sq_fix, s_fix, _ = z_modes(c_fix, z_fix)
sq_fix, s_fix = sq_fix[1:], s_fix[1:]
_, s_only, _ = z_modes(project(c_raw), z_fix)
total_projected = s_only[1:].sum()
assert np.abs(UNIFORM.T @ c_fix).max() < 1e-12
assert np.abs(UNIFORM.T @ z_fix).max() < 1e-12
assert abs(s_fix.sum() / TOTAL - 1) < 0.02
assert abs(s_fix.sum() - TOTAL) < abs(s_raw.sum() - TOTAL)
assert np.abs(np.sqrt(sq_fix / sq_ref) - 1).max() < 0.01
assert np.abs(s_fix - s_ref).max() < 0.03 * TOTAL

# projection is the nearest matrix that obeys the acoustic rule
cz = (c_raw + c_raw.T)[2::3, 2::3] / 2
relative = np.hstack([np.eye(4), -np.ones((4, 1))])
basis = []
for a in range(4):
    for b in range(a, 4):
        unit = np.zeros((4, 4))
        unit[a, b] = unit[b, a] = 1.0
        basis.append((relative.T @ unit @ relative).ravel())
basis = np.array(basis).T
nearest = (basis @ np.linalg.lstsq(basis, cz.ravel(), rcond=None)[0])
assert np.allclose(nearest.reshape(5, 5), project(c_raw)[2::3, 2::3],
                   atol=1e-10)

# spurious static response of the translation, by block elimination
t = np.ones(5) / np.sqrt(5)
pz = np.eye(5) - np.outer(t, t)
zr = z_raw[2::3, 2]
block_inverse = inverse(pz @ cz @ pz)
drive = t @ (zr - cz @ (block_inverse @ zr))
restoring = t @ cz @ t - t @ cz @ block_inverse @ cz @ t
spurious = COUPLING * drive**2 / restoring
assert abs(s_raw.sum() - total_projected - spurious) < 1e-7 * TOTAL

# charge faults of zero mean survive the charge rule
z_bias = pz @ (zz + CHARGE_FAULT)
bias = COUPLING * z_bias @ inverse(C_REF[2::3, 2::3]) @ z_bias - TOTAL

scan = []
for h in (0.0025, 0.005, 0.01, 0.02, 0.04, 0.08, 0.16):
    c_h, z_h = finite_difference(h, faulty_force, faulty_dipole)
    s_h = z_modes(project(remove_net_force(c_h)), PROJECT @ z_h)[1][1:].sum()
    scan.append((h, s_h, 100 * (s_h / TOTAL - 1)))
assert abs(scan[3][2]) < 2 and abs(scan[6][2]) > abs(scan[3][2])

# ---------- size of neglected effects ----------
DRIVE_MV_CM = 0.1
drive_field = DRIVE_MV_CM * 1e-2                        # V/angstrom
up, down = relaxed_dipole(drive_field), relaxed_dipole(-drive_field)
nonlinear = 100 * abs((up + down) / (up - down))
polarization = (up - down) / 2 * sc.e * 1e-10 / (VOLUME * 1e-30) * 100

DRIVE_GHZ, LINEWIDTH = 50.0, 30.0
nu = DRIVE_GHZ * 1e9 / (sc.c * 100)
nu_ref = WAVENUMBER * np.sqrt(sq_ref)
eps_static = EPS_INF + TOTAL
eps_drive = EPS_INF + np.sum(s_ref * nu_ref**2
                             / (nu_ref**2 - nu**2 - 1j * LINEWIDTH * nu))
dispersion = 100 * abs(eps_drive.real / eps_static - 1)
loss = eps_drive.imag / eps_drive.real

TEMPERATURE = 300.0
m15 = np.sqrt(np.repeat(MASS, 3))
square, vec = np.linalg.eigh(C_REF / np.outer(m15, m15))
c_hot, z_hot = C_REF.copy(), Z_REF.copy()
for n in range(3, 15):
    omega = RATE * np.sqrt(square[n])
    variance = sc.hbar / (2 * omega) / np.tanh(
        sc.hbar * omega / (2 * sc.k * TEMPERATURE))
    amplitude = np.sqrt(variance / sc.atomic_mass) * 1e10
    shape = (vec[:, n] / m15 * amplitude).reshape(5, 3)
    c_hot += (complex_step(gradient, shape) + complex_step(gradient, -shape)
              - 2 * C_REF) / 2
    z_hot += (complex_step(dipole, shape) + complex_step(dipole, -shape)
              - 2 * Z_REF) / 2
hot_total = COUPLING * z_hot[:, 2] @ inverse((c_hot + c_hot.T) / 2) @ z_hot[:, 2]
thermal = 100 * (hot_total / TOTAL - 1)

# strain along z as a sixth coordinate, at fixed voltage across the cell
mixed = gradient(ZERO, 1j * TINY).imag[:, 2] / TINY
elastic = np.sum(bond_pull(ZERO, 1j * TINY).imag[:, 2] * BOND[:, 2]) / TINY
z_strain = dipole(ZERO, 1j * TINY).imag[2] / TINY - dipole(ZERO)[2]
k_ext = np.block([[C_REF[2::3, 2::3], mixed[:, None]],
                  [mixed[None, :], np.array([[elastic]])]])
z_ext = np.append(zz, z_strain)
free_total = COUPLING * z_ext @ inverse(k_ext) @ z_ext
strain_gain = 100 * (free_total / TOTAL - 1)
modulus = elastic * sc.e / (VOLUME * 1e-30) / 1e9
assert free_total >= TOTAL * (1 - 1e-9)

# ---------- output ----------
print(f"cell edge {CELL/10:.2f} nm, eps_inf {EPS_INF:.1f}")
print(f"e^2/(eps0 Omega) = {COUPLING:.4f} eV/A^2")
print(f"force noise {FORCE_NOISE*1e3:.2f} meV/A, run step {H_RUN:.3f} A")
print("Born charge zz (e): atom, reference, raw, corrected")
for n, name in enumerate(NAMES):
    print(f"  {name:2s} {zz[n]:8.4f} {zr[n]:8.4f} {z_fix[3*n+2, 2]:8.4f}")
print(f"raw charge sum = {zr.sum():.4f} e")
print(f"raw sum of all C_zz = {cz.sum():.4f} eV/A^2")
print(f"raw acoustic mode: {WAVENUMBER*np.sqrt(abs(sq_raw[0])):.2f} cm^-1,"
      f" omega^2 sign {np.sign(sq_raw[0]):+.0f}, S = {s_raw[0]:.3f}")
print("optical z modes: ref cm^-1, run cm^-1, ref S, run S")
for n in range(4):
    print(f"  {nu_ref[n]:7.2f} {WAVENUMBER*np.sqrt(sq_fix[n]):7.2f}"
          f" {s_ref[n]:8.4f} {s_fix[n]:8.4f}")
print(f"total S, reference = {TOTAL:.4f}")
print(f"total S, finite-field relaxation = {total_field:.4f}")
print(f"total S, raw with acoustic mode = {s_raw.sum():.4f}")
print(f"total S, projection only = {total_projected:.4f}")
print(f"total S, net-force removal + projection = {s_fix.sum():.4f}")
print(f"spurious translational term = {spurious:.4f}")
print(f"bias from surviving charge faults = {bias:+.4f}")
print(f"egg-box error in C: raw {egg_raw:.4f}, projected"
      f" {egg_projected:.4f} eV/A^2")
print(f"egg-box error after net-force removal {egg_cured:.1e} eV/A^2")
print(f"error ratio on doubling h: forward {ratio_forward:.3f},"
      f" central {ratio_central:.3f}")
print(f"error ratio on doubling h: extrapolated {ratio_extra:.2f}")
print(f"truncation coefficient T = {truncation:.2f} eV/A^4")
print(f"best step = {h_best:.4f} A")
print(f"rms error of C there: measured {rms_best:.5f},"
      f" formula {rms_formula:.5f} eV/A^2")
print(f"rms error at step/1.5 {rms_short:.5f}, at 1.5 step"
      f" {rms_long:.5f} eV/A^2")
print("scan: h (A), corrected total S, error (%)")
for h, s_h, error in scan:
    print(f"  {h:.4f} {s_h:9.4f} {error:+7.2f}")
print(f"impulse dynamics, largest relative deviation = {md_error:.1e}")
print(f"static eps = {eps_static:.3f}, LO/TO product = {lst_ratio:.4f}")
print(f"highest LO mode = {WAVENUMBER*np.sqrt(sq_long[-1]):.1f} cm^-1")
print(f"ionic polarization at {DRIVE_MV_CM:.1f} MV/cm ="
      f" {polarization:.4f} uC/cm^2")
print(f"second-order part of response at that field = {nonlinear:.3f} %")
print(f"dispersion at {DRIVE_GHZ:.0f} GHz = {dispersion:.4f} %")
print(f"loss tangent, linewidth {LINEWIDTH:.0f} cm^-1 = {loss:.5f}")
print(f"thermal change of S at {TEMPERATURE:.0f} K = {thermal:+.1f} %")
print(f"gain of S from free z strain = {strain_gain:+.1f} %")
print(f"clamped-ion elastic constant c33 = {modulus:.1f} GPa")
print("every check passed")
```

It prints:

```
cell edge 0.40 nm, eps_inf 5.5
e^2/(eps0 Omega) = 2.8274 eV/A^2
force noise 0.10 meV/A, run step 0.020 A
Born charge zz (e): atom, reference, raw, corrected
  A    2.0000   2.0399   1.9761
  B    6.4476   6.5487   6.4849
  O1  -5.9716  -5.9132  -5.9769
  O2  -1.2380  -1.1782  -1.2419
  O3  -1.2380  -1.1783  -1.2421
raw charge sum = 0.3188 e
raw sum of all C_zz = 0.1546 eV/A^2
raw acoustic mode: 13.35 cm^-1, omega^2 sign +1, S = 3.350
optical z modes: ref cm^-1, run cm^-1, ref S, run S
   107.13  107.11   0.0841   0.0625
   194.96  194.77   0.0000   0.0000
   202.36  202.39  10.4125  10.4725
   429.18  429.30  11.5199  11.5611
total S, reference = 22.0165
total S, finite-field relaxation = 22.0165
total S, raw with acoustic mode = 24.6803
total S, projection only = 22.0536
total S, net-force removal + projection = 22.0962
spurious translational term = 2.6267
bias from surviving charge faults = +0.0933
egg-box error in C: raw 0.3800, projected 0.3316 eV/A^2
egg-box error after net-force removal 3.8e-15 eV/A^2
error ratio on doubling h: forward 2.006, central 4.001
error ratio on doubling h: extrapolated 16.01
truncation coefficient T = 58.25 eV/A^4
best step = 0.0234 A
rms error of C there: measured 0.05527, formula 0.05542 eV/A^2
rms error at step/1.5 0.06924, at 1.5 step 0.07783 eV/A^2
scan: h (A), corrected total S, error (%)
  0.0025   21.9804   -0.16
  0.0050   21.9770   -0.18
  0.0100   22.0500   +0.15
  0.0200   22.0815   +0.30
  0.0400   22.0606   +0.20
  0.0800   21.9342   -0.37
  0.1600   21.4455   -2.59
impulse dynamics, largest relative deviation = 1.1e-04
static eps = 27.517, LO/TO product = 5.0030
highest LO mode = 792.9 cm^-1
ionic polarization at 0.1 MV/cm = 0.1949 uC/cm^2
second-order part of response at that field = 0.017 %
dispersion at 50 GHz = 0.0032 %
loss tangent, linewidth 30 cm^-1 = 0.00059
thermal change of S at 300 K = -1.7 %
gain of S from free z strain = +2.0 %
clamped-ion elastic constant c33 = 115.4 GPa
every check passed
```
